**Numerical tests of the stiffness law for a bond-diluted triangular lattice**

The program tests the effective-medium result $k_m=k\max(0,3p-2)$, where $k$ is the spring stiffness, $p$ the fraction of bonds present and $k_m$ the stiffness of the equivalent uniform lattice. It asserts the single-bond response by direct matrix inversion, and the extension and energy change when one bond is altered or removed. It solves the self-consistency condition numerically and asserts the linear law, the zero below two thirds and the square-root response to weak springs. Relaxed random lattices are required to agree with the theory within 0.03 of the intact modulus for $p\ge0.8$ and within 0.07 for $0.7\le p<0.8$. Further assertions cover the elastic moduli from long waves and the thermal variance of intact bonds. The output shows close agreement down to $p=0.70$ and a small remaining stiffness at $p=2/3$ in lattices of 1296 sites. It also shows that weak angular forces raise the bulk modulus strongly, and more at $p=2/3$ than at $p=0.80$.

## Program and output

```python
"""
Result under test: a triangular lattice of central springs (stiffness k), each
present with probability p, has in single-bond effective-medium theory (EMT)
the stiffness k_m = k*max(0, 3p-2).
Symbols: a_star = k_m * (extension of a medium bond per unit force pair on it);
N = number of sites; weak = stiffness of an "absent" bond divided by k.
Simulations use k = 1 and lattice spacing = 1. Moduli are two-dimensional.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, diags, identity, vstack
from scipy.sparse.linalg import splu

STEPS = [(1, 0), (0, 1), (-1, 1)]
DIRS = np.array([[1, 0], [0.5, np.sqrt(3) / 2], [-0.5, np.sqrt(3) / 2]])
rng = np.random.default_rng(12)


def difference_rows(i, j, v, n_sites):
    """Matrix whose rows give v.(u_j - u_i)."""
    r = np.arange(len(i))
    vals = np.concatenate([v[:, 0], v[:, 1], -v[:, 0], -v[:, 1]])
    cols = np.concatenate([2 * j, 2 * j + 1, 2 * i, 2 * i + 1])
    return csr_matrix((vals, (np.tile(r, 4), cols)), shape=(len(i), 2 * n_sites))


def lattice(L):
    """Periodic L x L lattice: stretch rows, affine stretches, rotation rows,
    and the six bonds that meet at each site."""
    n_sites = L * L
    sites = np.arange(n_sites)
    ix, iy = np.divmod(sites, L)
    i = np.tile(sites, 3)
    j = np.concatenate([((ix + s) % L) * L + (iy + t) % L for s, t in STEPS])
    n = np.repeat(DIRS, n_sites, axis=0)
    stretch = difference_rows(i, j, n, n_sites)
    # columns: uniform dilation, pure shear diag(1, -1)
    affine = np.column_stack([np.ones(len(i)), n[:, 0]**2 - n[:, 1]**2])
    rotation = difference_rows(i, j, np.column_stack([-n[:, 1], n[:, 0]]), n_sites)
    meet = [d * n_sites + sites for d in range(3)]
    meet += [d * n_sites + ((ix - s) % L) * L + (iy - t) % L
             for d, (s, t) in enumerate(STEPS)]
    return stretch, affine, rotation, meet


def relax(rows, stiff, affine):
    """Minimise the energy at fixed cell strain; return extensions and energies.
    The tiny 1e-9 anchor only fixes zero modes, which feel no force."""
    K = rows.T @ diags(stiff) @ rows + 1e-9 * identity(rows.shape[1])
    solver = splu(K.tocsc(), permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                  options=dict(SymmetricMode=True))
    u = solver.solve(-(rows.T @ (stiff[:, None] * affine)))
    ext = affine + rows @ u
    return ext, (stiff[:, None] * ext**2).sum(axis=0)


def random_mask(n_bonds, p):
    mask = np.zeros(n_bonds)
    mask[rng.permutation(n_bonds)[:round(p * n_bonds)]] = 1.0
    return mask


def medium(p, weak, a_star):
    """Solve <extension> = medium extension numerically for k_m/k."""
    def excess(x):
        return (p / (1 + (1 - x) * a_star / x)
                + (1 - p) / (1 + (weak - x) * a_star / x) - 1)
    return brentq(excess, weak, 1.0, xtol=1e-15)


def dyn(q):
    """Dynamical matrix for k = mass = spacing = 1."""
    return sum(2 * (1 - np.cos(q @ n)) * np.outer(n, n) for n in DIRS)


# --- Bond response from real-space inversion, all three directions
L0 = 10
N0 = L0 * L0
B0, aff0, _, _ = lattice(L0)
full_inverse = np.linalg.pinv((B0.T @ B0).toarray(), rcond=1e-10)
B0d = B0.toarray()
a_direct = np.einsum("bi,ij,bj->b", B0d, full_inverse, B0d)
a_finite = 2 * (N0 - 1) / (3 * N0)
assert np.allclose(a_direct, a_finite, atol=1e-9)
print(f"Bond response a_N, {N0} sites, by inversion: {a_direct[0]:.5f}")

# --- One altered bond: extension and energy cost
for ratio in (0.0, 0.3, 2.5):
    stiff = np.ones(3 * N0)
    stiff[17] = ratio
    ext, energy = relax(B0, stiff, aff0)
    predicted = 1 / (1 + (ratio - 1) * a_finite)
    assert abs(ext[17, 0] - predicted) < 1e-6
    print(f"One bond k'/k={ratio:.1f}: extension/e_m = {ext[17, 0]:.4f}")
    if ratio == 0.0:
        slope = 3 * N0 - energy[0]
        assert abs(slope - 1 / (1 - a_finite)) < 1e-5
        print(f"Initial slope, {N0} sites: {slope:.4f}")
L = 36
B, aff, rot, meet = lattice(L)
M = B.shape[0]
stiff = np.ones(M)
stiff[5] = 0.0
slope_big = M - relax(B, stiff, aff)[1][0]
assert abs(slope_big - 3) < 0.02  # finite-size remainder is of order 1/N
print(f"Initial slope, {L*L} sites: {slope_big:.4f}")

# --- Self-consistency equation and choice of root
a_star = 2 / 3
for p in (0.5, 0.6, 2 / 3, 0.7, 0.8, 0.95):
    assert abs(medium(p, 1e-12, a_star) - max(0, 3 * p - 2)) < 1e-5
for weak in (1e-6, 1e-8):
    assert abs(medium(2 / 3, weak, a_star) / np.sqrt(2 * weak) - 1) < 2e-3

# --- Random lattices
Y_full, Y_target, p_ex = 70.0, 10.0, 0.80
p_target = brentq(lambda p: Y_full * medium(p, 1e-12, a_star) - Y_target, 0.68, 0.99)
base = relax(B, np.ones(M), aff)[1]
sim = {}
print(f"Random lattices, {L*L} sites, 6 samples; stiffness / intact:")
for p in (0.95, 0.90, p_ex, p_target, 0.70, 2 / 3, 0.60):
    runs = np.array([relax(B, random_mask(M, p), aff)[1] / base for _ in range(6)])
    mean, err = runs.mean(axis=0), runs.std(axis=0, ddof=1) / np.sqrt(6)
    sim[p] = mean
    emt = medium(p, 1e-12, a_star)
    print(f" p={p:.4f} EMT {emt:.3f} bulk {mean[0]:.3f}+-{err[0]:.3f}"
          f" shear {mean[1]:.3f}+-{err[1]:.3f}")
    if p >= 0.8:   # approximation error plus sampling scatter
        assert np.all(abs(mean - emt) < 0.03)
    elif p >= 0.7:  # closer to threshold the approximation is cruder
        assert np.all(abs(mean - emt) < 0.07)
assert np.all(sim[0.60] < 0.01)

# --- Weak springs in place of absent bonds, at the EMT threshold
weak = 0.02
runs = []
for _ in range(6):
    mask = random_mask(M, 2 / 3)
    runs.append(relax(B, mask + weak * (1 - mask), aff)[1] / base)
weak_sim, weak_emt = np.mean(runs, axis=0), medium(2 / 3, weak, a_star)
assert np.all(abs(weak_sim - weak_emt) < 0.05)
print(f"Weak springs {weak:.2f} k at p=2/3: EMT {weak_emt:.3f},"
      f" bulk {weak_sim[0]:.3f}, shear {weak_sim[1]:.3f}")

# --- Moduli from long waves; highest frequency from the whole zone
q_small = 1e-3
cT2, cL2 = np.linalg.eigvalsh(dyn(np.array([q_small, 0.0]))) / q_small**2
density = 2 / np.sqrt(3)
mu, C11 = density * cT2, density * cL2
K2 = C11 - mu
Y2 = 4 * K2 * mu / (K2 + mu)
poisson = (K2 - mu) / (K2 + mu)
assert np.allclose([K2, mu, Y2, poisson],
                   [np.sqrt(3) / 2, np.sqrt(3) / 4, 2 / np.sqrt(3), 1 / 3], atol=1e-5)
recip = 2 * np.pi * np.linalg.inv(DIRS[:2]).T
w2max = max(np.linalg.eigvalsh(dyn((np.array([s, t]) / 24) @ recip))[-1]
            for s in range(24) for t in range(24))
print(f"2D moduli / k: K {K2:.4f}, mu {mu:.4f}, Y {Y2:.4f}; Poisson {poisson:.4f}")

# --- Thermal variance of intact bonds in a diluted lattice, unit kT/k
Bs = lattice(14)[0]
mask = random_mask(Bs.shape[0], p_ex)
present = Bs.toarray()[mask > 0]
w, V = np.linalg.eigh(present.T @ present)
keep = w > 1e-9
var_sim = (((present @ V[:, keep])**2) / w[keep]).sum(axis=1).mean()
var_emt = 1 / (1 + medium(p_ex, 1e-12, a_star) / 2)
assert abs(var_sim - var_emt) < 0.025  # finite size and a few floppy modes
print(f"Bond variance k/(kB T), p={p_ex:.2f}: EMT {var_emt:.4f}, lattice {var_sim:.4f}")

# --- Worked example: sheets in the rough regime of an organosilicate film
spacing = 0.37e-9
mass = 60 * const.atomic_mass
k_spring = Y_full * 1e9 * spacing / Y2
x_ex = medium(p_ex, 1e-12, a_star)
rho = mass / (np.sqrt(3) / 2 * spacing**3)
print(f"Input: intact Young modulus {Y_full:.0f} GPa, bond fraction {p_ex:.2f}")
print(f"Input: spacing = layer thickness {spacing*1e9:.2f} nm, mass 60 u per site")
print(f"Mass density: {rho/1000:.2f} g/cm3")
print(f"Spring constant k: {k_spring:.2f} N/m; medium k_m: {x_ex*k_spring:.2f} N/m")
print(f"EMT Young modulus at p={p_ex:.2f}: {Y_full*x_ex:.1f} GPa")
print(f"Bond fraction for {Y_target:.0f} GPa in EMT: {p_target:.4f}")
speed = spacing * np.sqrt(k_spring / mass) / 1000
for name, c2 in (("longitudinal", cL2), ("transverse", cT2)):
    c = speed * np.sqrt(c2)
    print(f"Sound speed, {name}: intact {c:.2f}, diluted {c*np.sqrt(x_ex):.2f} km/s")

# --- Sizes of neglected effects
for p in (p_ex, p_target):
    Kp, mp = K2 * sim[p][0], mu * sim[p][1]
    Y_sim = Y_full * 4 * Kp * mp / (Kp + mp) / Y2
    print(f"Simulated Young modulus at p={p:.4f}: {Y_sim:.1f} GPa")

bend = 0.02  # bending stiffness per angle / (k spacing^2), rough
pairs = list(combinations(range(6), 2))
angle_rows = vstack([rot[meet[s]] - rot[meet[t]] for s, t in pairs]).tocsr()
rows = vstack([B, angle_rows]).tocsr()
affine_bulk = np.concatenate([np.ones(M), np.zeros(angle_rows.shape[0])])[:, None]
print(f"Angular forces, bending stiffness {bend:.2f} k a^2, 3 samples:")
for p in (p_ex, 2 / 3):
    bare, bent = [], []
    for _ in range(3):
        mask = random_mask(M, p)
        angles = np.concatenate([mask[meet[s]] * mask[meet[t]] for s, t in pairs])
        bare.append(relax(B, mask, aff)[1][0] / base[0])
        bent.append(relax(rows, np.concatenate([mask, bend * angles]),
                          affine_bulk)[1][0] / base[0])
    assert np.all(np.array(bent) >= np.array(bare) - 1e-6)
    print(f" p={p:.4f} bulk/intact: without {np.mean(bare):.3f}, with {np.mean(bent):.3f}")

omega = np.sqrt(w2max * k_spring / mass)
print(f"Highest intact-lattice wavenumber: {omega/(2*np.pi*const.c)/100:.0f} cm^-1")
for T in (300.0, 673.0):
    rms = np.sqrt(const.k * T * var_emt / k_spring)
    half = const.hbar * omega / (2 * const.k * T)
    quantum = half / np.tanh(half)
    print(f"T={T:.0f} K: rms bond extension {rms*1e9:.4f} nm = {100*rms/spacing:.1f} %"
          f" of spacing")
    print(f"  quantum rise of its variance, upper bound: {100*(quantum-1):.1f} %")
print("all good")
```

Output:

```
Bond response a_N, 100 sites, by inversion: 0.66000
One bond k'/k=0.0: extension/e_m = 2.9412
Initial slope, 100 sites: 2.9412
One bond k'/k=0.3: extension/e_m = 1.8587
One bond k'/k=2.5: extension/e_m = 0.5025
Initial slope, 1296 sites: 2.9954
Random lattices, 1296 sites, 6 samples; stiffness / intact:
 p=0.9500 EMT 0.850 bulk 0.851+-0.003 shear 0.848+-0.002
 p=0.9000 EMT 0.700 bulk 0.706+-0.003 shear 0.698+-0.005
 p=0.8000 EMT 0.400 bulk 0.412+-0.006 shear 0.397+-0.009
 p=0.7143 EMT 0.143 bulk 0.140+-0.005 shear 0.130+-0.006
 p=0.7000 EMT 0.100 bulk 0.107+-0.006 shear 0.097+-0.006
 p=0.6667 EMT 0.000 bulk 0.036+-0.004 shear 0.028+-0.003
 p=0.6000 EMT 0.000 bulk 0.000+-0.000 shear 0.000+-0.000
Weak springs 0.02 k at p=2/3: EMT 0.190, bulk 0.205, shear 0.194
2D moduli / k: K 0.8660, mu 0.4330, Y 1.1547; Poisson 0.3333
Bond variance k/(kB T), p=0.80: EMT 0.8333, lattice 0.8298
Input: intact Young modulus 70 GPa, bond fraction 0.80
Input: spacing = layer thickness 0.37 nm, mass 60 u per site
Mass density: 2.27 g/cm3
Spring constant k: 22.43 N/m; medium k_m: 8.97 N/m
EMT Young modulus at p=0.80: 28.0 GPa
Bond fraction for 10 GPa in EMT: 0.7143
Sound speed, longitudinal: intact 5.89, diluted 3.72 km/s
Sound speed, transverse: intact 3.40, diluted 2.15 km/s
Simulated Young modulus at p=0.8000: 28.1 GPa
Simulated Young modulus at p=0.7143: 9.3 GPa
Angular forces, bending stiffness 0.02 k a^2, 3 samples:
 p=0.8000 bulk/intact: without 0.403, with 0.560
 p=0.6667 bulk/intact: without 0.036, with 0.290
Highest intact-lattice wavenumber: 195 cm^-1
T=300 K: rms bond extension 0.0124 nm = 3.4 % of spacing
  quantum rise of its variance, upper bound: 7.2 %
T=673 K: rms bond extension 0.0186 nm = 5.0 % of spacing
  quantum rise of its variance, upper bound: 1.4 %
all good
```
